# The Debye permittivity and its loss peak from exponential polarization relaxation, part 1

(Sections cited here and not found follow in the second part.)

## 1. From exponential relaxation to the loss peak

### A case that can be solved at sight

Consider a dielectric in which one part of the polarization lags behind the field. Call this slow part $P$. In a constant field $E$ it would settle at $\varepsilon_0\,\Delta\varepsilon\,E$, where $\varepsilon_0$ is the vacuum permittivity and $\Delta\varepsilon>0$ is a pure number, the relaxation strength. Suppose that $P$ moves towards this value at a rate proportional to its distance from it:

$$\tau\frac{dP}{dt}=\varepsilon_0\,\Delta\varepsilon\,E-P. \tag{1}$$

The constant $\tau$ is the relaxation time. Now apply the field $E=E_0\cos\omega t$ at the special angular frequency $\omega=1/\tau$, and try

$$P=\tfrac12\,\varepsilon_0\,\Delta\varepsilon\,E_0\,(\cos\omega t+\sin\omega t). \tag{2}$$

Since $\omega\tau=1$, the left side of (1) is $\tfrac12\varepsilon_0\Delta\varepsilon E_0(-\sin\omega t+\cos\omega t)$. Adding $P$ cancels the sines and leaves $\varepsilon_0\Delta\varepsilon E_0\cos\omega t$, which is $\varepsilon_0\Delta\varepsilon E$. Equation (1) is satisfied.

The cosine in (2) is in phase with the field. The sine is a quarter of a cycle late, and it is this late part that takes energy from the field, as the second half shows. Its amplitude, divided by $\varepsilon_0E_0$, is $\Delta\varepsilon/2$. This is the height of the loss peak. What remains is to derive (1) from the observed form of relaxation, to find the response at every other frequency, and to show that no other frequency gives a larger late part.

### The step response and the assumptions

The starting point is an experiment in the time domain. The field is zero, then jumps to $E_0$ at $t=0$ and is held there. The total electric displacement is

$$D=\varepsilon_0\varepsilon_\infty E+P. \tag{3}$$

The first term is the part that follows the field without noticeable delay. It contains the vacuum term and every polarization much faster than $\tau$, such as the displacement of electrons and the vibration of bonds. Its relative permittivity is $\varepsilon_\infty$. The second term is the slow polarization, and exponential relaxation means that

$$P(t)=\varepsilon_0\,\Delta\varepsilon\,E_0\left(1-e^{-t/\tau}\right),\qquad t\ge 0. \tag{4}$$

After a time much longer than $\tau$ the displacement is $\varepsilon_0(\varepsilon_\infty+\Delta\varepsilon)E_0$. The static relative permittivity is therefore

$$\varepsilon_s=\varepsilon_\infty+\Delta\varepsilon. \tag{5}$$

Four assumptions go with (4). The response is linear: doubling the field doubles the polarization. The material does not change in time, so a step applied later gives the same curve, shifted. The medium is isotropic, so $P$ and $E$ lie along one line and can be treated as scalars. Finally, no steady current flows through the material. It also matters that the field, and not the charge on the electrodes, is held after the step; the second half shows that the other choice gives a different time.

The equations are written in SI form. Some values are quoted in electronvolts, in debyes or with centimetres, and must be converted before they are inserted.

### Any field as a sum of steps

A field that varies in time can be built from small steps. Between $t'$ and $t'+dt'$ the field changes by $(dE/dt')\,dt'$. By linearity and invariance in time, each change produces its own copy of (4), with $E_0$ replaced by the size of the change and $t$ replaced by the elapsed time $t-t'$. If the field was zero in the distant past, the sum of all copies is

$$P(t)=\varepsilon_0\,\Delta\varepsilon\int_{-\infty}^{t}\frac{dE}{dt'}\left[1-e^{-(t-t')/\tau}\right]dt'. \tag{6}$$

A sudden jump of the field counts as one finite step in this sum.

Integrate by parts to move the derivative from the field to the bracket. The boundary term is $E(t')$ times the bracket. At $t'=t$ the bracket is zero, and at $t'\to-\infty$ the field is zero, so the boundary term vanishes. The derivative of the bracket with respect to $t'$ is $-(1/\tau)e^{-(t-t')/\tau}$. The minus sign of integration by parts cancels this minus sign, and

$$P(t)=\frac{\varepsilon_0\,\Delta\varepsilon}{\tau}\int_{-\infty}^{t}E(t')\,e^{-(t-t')/\tau}\,dt'. \tag{7}$$

The slow polarization is a weighted average of the past field, multiplied by $\varepsilon_0\Delta\varepsilon$. The weight $e^{-(t-t')/\tau}/\tau$ has unit area, and it fades over the time $\tau$. A field that hardly changes during $\tau$ is reproduced by this average. A field that reverses many times during $\tau$ is averaged nearly to zero.

Equation (1) now follows. Write (7) as

$$P(t)=\frac{\varepsilon_0\,\Delta\varepsilon}{\tau}\,e^{-t/\tau}\int_{-\infty}^{t}E(t')\,e^{t'/\tau}\,dt'$$

and differentiate the product. The derivative of the prefactor gives $-P/\tau$. The derivative of the integral with respect to its upper limit gives $E(t)e^{t/\tau}$, whose exponential cancels the one in front. The result is $dP/dt=-P/\tau+\varepsilon_0\Delta\varepsilon E/\tau$, which is (1) after multiplication by $\tau$. The rate law used at the start is thus a consequence of the step response (4), and it holds for a field of any time dependence within the stated assumptions.

### The response to an oscillating field

Oscillating quantities are written as real parts of complex ones, with time factor $e^{i\omega t}$ and $\omega>0$. Let the field $E_0e^{i\omega t}$ be switched on at the time $-T$. In (7) put $s=t-t'$, the age of each contribution. The age runs from $0$ to $t+T$, and $E(t-s)=E_0e^{i\omega t}e^{-i\omega s}$. Then

$$P=\varepsilon_0\,\Delta\varepsilon\,E_0e^{i\omega t}\,\frac1\tau\int_0^{t+T}e^{-(1+i\omega\tau)s/\tau}\,ds
=\varepsilon_0\,\Delta\varepsilon\,E_0e^{i\omega t}\,\frac{1-e^{-(1+i\omega\tau)(t+T)/\tau}}{1+i\omega\tau}. \tag{8}$$

The exponential in the numerator has magnitude $e^{-(t+T)/\tau}$. It is the transient caused by switching on, and it is negligible once the field has been on for many relaxation times. What remains oscillates steadily:

$$P=\frac{\varepsilon_0\,\Delta\varepsilon}{1+i\omega\tau}\,E_0e^{i\omega t}. \tag{9}$$

The relative permittivity $\varepsilon(\omega)$ is defined by $D=\varepsilon_0\,\varepsilon(\omega)\,E_0e^{i\omega t}$. Insert (9) into (3) and divide by $\varepsilon_0E_0e^{i\omega t}$:

$$\boxed{\;\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau}\;} \tag{10}$$

This is the Debye permittivity.

### Storage and loss

Write $\varepsilon=\varepsilon'-i\varepsilon''$. The minus sign belongs to the time factor $e^{i\omega t}$ and makes $\varepsilon''$ positive for a material that absorbs energy. With the time factor $e^{-i\omega t}$ every $i$ here would change sign, and $\varepsilon'$ and $\varepsilon''$ would stay as they are.

Let $x=\omega\tau$. Multiplying numerator and denominator of $1/(1+ix)$ by $1-ix$ gives $(1-ix)/(1+x^2)$. Therefore

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+x^2},\qquad
\varepsilon''=\Delta\varepsilon\,\frac{x}{1+x^2}. \tag{11}$$

For $x\ll1$ these become $\varepsilon'\approx\varepsilon_s$ and $\varepsilon''\approx\Delta\varepsilon\,x$. The polarization keeps up with the field, and the loss is small because the lag is small. For $x\gg1$ they become $\varepsilon'\approx\varepsilon_\infty$ and $\varepsilon''\approx\Delta\varepsilon/x$. The lag is then large, but so little polarization develops that the loss is again small.

Equation (11) can be compared with a direct sum of steps. For $\varepsilon_\infty=2.6$, $\Delta\varepsilon=0.4$ and $x=0.1$, $0.5$, $1$, $3$ and $10$, a cosine field was built numerically from small steps, and the responses (4) to these steps were added. The complex permittivity read from the sum differs from (10) by at most $4.0\times10^{-7}$ in magnitude.

### The maximum of the loss

Subtract $\varepsilon''$ from $\Delta\varepsilon/2$ and use the common denominator $2(1+x^2)$:

$$\frac{\Delta\varepsilon}{2}-\varepsilon''
=\Delta\varepsilon\,\frac{1+x^2-2x}{2(1+x^2)}
=\Delta\varepsilon\,\frac{(1-x)^2}{2(1+x^2)}\;\ge\;0. \tag{12}$$

The right side is a square divided by a positive number. It is zero at $x=1$ and positive at every other $x$. Hence

$$\boxed{\;\varepsilon''_{\max}=\frac{\Delta\varepsilon}{2}\quad\text{at}\quad\omega=\frac1\tau\;} \tag{13}$$

and this is the single maximum. At the same frequency (11) gives $\varepsilon'=\varepsilon_\infty+\Delta\varepsilon/2=(\varepsilon_s+\varepsilon_\infty)/2$, halfway down the step in $\varepsilon'$. In ordinary frequency the peak lies at $f=1/(2\pi\tau)$, not at $1/\tau$.

The factor one half has a simple origin. Define an angle $\varphi$ between $0$ and $\pi/2$ by $\tan\varphi=x$. Then $1+ix=e^{i\varphi}/\cos\varphi$, and so

$$\frac{1}{1+ix}=\cos\varphi\;e^{-i\varphi}. \tag{14}$$

The slow polarization lags by the angle $\varphi$, and its amplitude is reduced by the factor $\cos\varphi$. The late part is the amplitude times the sine of the lag:

$$\varepsilon''=\Delta\varepsilon\,\cos\varphi\,\sin\varphi=\tfrac12\,\Delta\varepsilon\,\sin2\varphi. \tag{15}$$

A larger lag turns more of the polarization into loss but leaves less polarization to turn. The best compromise is $\varphi=45^\circ$. There the amplitude factor and the sine of the lag are both $1/\sqrt2$, and their product is one half.

### Width and shape

The loss is half as high as its maximum where $x/(1+x^2)=1/4$, that is, where $x^2-4x+1=0$. The roots are

$$x=2\pm\sqrt3, \tag{16}$$

or $0.268$ and $3.73$. Their product is 1, so the two points lie equally far from the peak on a logarithmic scale. Their ratio is $(2+\sqrt3)^2=7+4\sqrt3\approx13.9$, a width of 1.14 decades. This width contains neither $\Delta\varepsilon$ nor $\tau$. A measured loss peak that is still clearly wider than this after correction for leakage and for the resistance and inductance of the leads cannot come from a single exponential relaxation. The second half treats these corrections.

The symmetry becomes visible if the loss is written with $u=\ln x$. Dividing numerator and denominator by $x$,

$$\varepsilon''=\frac{\Delta\varepsilon}{x+1/x}=\frac{\Delta\varepsilon}{e^{u}+e^{-u}}=\frac{\Delta\varepsilon}{2\cosh u}. \tag{17}$$

The hyperbolic cosine is even, so the peak is symmetric in $\ln\omega$. Near the top $\cosh u\approx1+u^2/2$. A frequency 10 % above the peak has $u\approx0.095$, and the loss there is lower than its maximum by about 0.5 %. The height of a Debye peak is therefore easy to read from data corrected for these effects, while its position is better found from the two half-height points, whose geometric mean is $1/\tau$.

A second shape test uses both parts of the permittivity. From (11),

$$\varepsilon'-\frac{\varepsilon_s+\varepsilon_\infty}{2}=\Delta\varepsilon\left[\frac{1}{1+x^2}-\frac12\right]=\frac{\Delta\varepsilon}{2}\,\frac{1-x^2}{1+x^2}.$$

Square this and add the square of $\varepsilon''=(\Delta\varepsilon/2)\,2x/(1+x^2)$. Since $(1-x^2)^2+4x^2=(1+x^2)^2$,

$$\left(\varepsilon'-\frac{\varepsilon_s+\varepsilon_\infty}{2}\right)^2+\varepsilon''^2=\left(\frac{\Delta\varepsilon}{2}\right)^2. \tag{18}$$

Plotted against $\varepsilon'$, the loss traces a semicircle of radius $\Delta\varepsilon/2$ with its centre on the $\varepsilon'$ axis. The loss peak is the top of the semicircle, and its height is the radius.

## 2. Energy, related peaks and a moist low-k film

### Symbols and results carried over

The dielectric has a fast part with relative permittivity $\varepsilon_\infty$ and a slow polarization $P$ with strength $\Delta\varepsilon$ and relaxation time $\tau$ at held field. The static permittivity is $\varepsilon_s=\varepsilon_\infty+\Delta\varepsilon$, and $x=\omega\tau$. The displacement is $D=\varepsilon_0\varepsilon_\infty E+P$, equation (3), and $P$ obeys $\tau\,dP/dt=\varepsilon_0\Delta\varepsilon E-P$, equation (1). With time factor $e^{i\omega t}$ and $\varepsilon=\varepsilon'-i\varepsilon''$, the permittivity is $\varepsilon_\infty+\Delta\varepsilon/(1+ix)$, equation (10). The loss $\varepsilon''=\Delta\varepsilon\,x/(1+x^2)$ peaks at $x=1$ with height $\Delta\varepsilon/2$, equation (13).

Exponential relaxation at held field has been shown to give the Debye permittivity (10), whose loss $\varepsilon''$ has a single maximum of height $\Delta\varepsilon/2$ at $\omega=1/\tau$. It remains to show that $\varepsilon''$ measures the energy taken from the field, to find the loss-tangent peak and the relaxation time at held charge, and to apply the results to a moist low-k film with its corrections.
